# Density of States and Wigner Delay from the Scattering Determinant, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From the scattering matrix to the density of states

### 1. Definitions and conventions

An electron moves in a strip of a two-dimensional channel. The strip runs along $x$ and has hard side walls at $y=0$ and $y=W$. The Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\nabla^2+V(x,y),$$

with a scalar effective mass $m$ and a real, static, bounded potential $V$ that is negligible beyond a finite distance from $x=0$. The clean regions on the two sides are the leads. Electrons do not interact, and energy is conserved.

In a lead the transverse functions are $\sqrt{2/W}\,\sin(n\pi y/W)$, and mode $n$ starts at the threshold

$$E_n=\frac{\hbar^2\pi^2n^2}{2mW^2}.$$

At energy $E>E_n$ the mode is open, with kinetic energy $\varepsilon_n=E-E_n=\hbar^2k_n^2/2m$ and speed $v_n=\hbar k_n/m$. At $E<E_n$ it is closed and decays as $e^{-\kappa_n|x|}$, with $\hbar^2\kappa_n^2/2m=E_n-E$. A channel is one open mode in one lead. With $N$ open modes there are $M=2N$ channels, and from here on an index such as $n$, $a$ or $b$ labels a channel.

Time dependence is $e^{-iEt/\hbar}$. Let $s=|x|$ be the outward distance in either lead. The scattering state $\psi_a$ has an incoming wave in channel $a$ alone, and its component in open channel $n$ is

$$\psi_{na}(s)=\frac{1}{\sqrt{v_n}}\left[\delta_{na}e^{-ik_ns}+S_{na}e^{ik_ns}\right]. \tag{1}$$

The factor $v_n^{-1/2}$ makes the incoming current one particle per unit time. All phases are referred to $x=0$. In the clean strip a wave $e^{ikx}$ is $e^{-iks}$ on the left and $e^{iks}$ on the right, so it is transmitted with amplitude 1. The clean $S$ is therefore a permutation matrix, independent of energy between thresholds.

The quantities to be related are

$$\det S=e^{i\theta},\qquad Q=-i\hbar S^\dagger\frac{dS}{dE},\qquad \tau_W=\frac{1}{M}\operatorname{Tr}Q. \tag{2}$$

$Q$ is the delay matrix and $\tau_W$ the mean Wigner delay. The scattering-induced change $\Delta\rho(E)$ is the density of states of the strip with $V$ minus that of the clean strip. For an infinite system this is defined by taking the difference inside $|x|<X$, smoothing it over a small energy interval, and then letting $X\to\infty$. The smoothing matters, as section 4 shows.

### 2. Unitarity, symmetry and normalization

Write $u=e^{-ik_nX}$ and $w=e^{ik_nX}$, and define at $s=X$

$$p_{na}=\delta_{na}u+S_{na}w,\qquad q_{na}=-\delta_{na}u+S_{na}w. \tag{3}$$

Then $\psi_{na}=v_n^{-1/2}p_{na}$ and $\partial_s\psi_{na}=v_n^{-1/2}ik_nq_{na}$.

Two solutions at the same real energy satisfy $\int(\psi_a^*H\psi_b-(H\psi_a)^*\psi_b)=0$ over $|x|<X$. The potential cancels, and Green's theorem leaves a surface term, which must vanish:

$$0=\sum_n\frac{ik_n}{v_n}\left(p_{na}^*q_{nb}+q_{na}^*p_{nb}\right)
=\frac{2im}{\hbar}\sum_n\left(S_{na}^*S_{nb}-\delta_{na}\delta_{nb}\right).$$

The second form follows by multiplying out (3): the products of an incoming with an outgoing wave cancel in pairs, and $k_n/v_n=m/\hbar$. A closed mode contributes nothing, because both of its functions have the same real logarithmic slope $-\kappa_n$. Hence $S^\dagger S=1$. Since $S$ is a finite square matrix, $SS^\dagger=1$ as well. Differentiating $S^\dagger S=1$ shows that $S^\dagger dS/dE$ is anti-Hermitian, so $Q$ is Hermitian and its diagonal elements are real.

Because $V$ is real, the same argument works without complex conjugation. The surface term is then proportional to $\sum_n(p_{na}q_{nb}-q_{na}p_{nb})$. With $uw=1$ this equals $2\sum_n(\delta_{na}S_{nb}-S_{na}\delta_{nb})=2(S_{ab}-S_{ba})$. It vanishes, so $S$ is symmetric.

The density of states requires the normalization of these waves in energy. On a half-line,

$$\int_0^\infty e^{i(k'-k)s}ds=\pi\delta(k'-k)+\text{a principal-value part},$$

and $\delta(k'-k)=\hbar v\,\delta(E'-E)$. The incoming parts of $\psi_a(E)$ and $\psi_b(E')$ contribute $\pi\hbar\,\delta_{ab}\,\delta(E'-E)$. The outgoing parts contribute $\pi\hbar(S^\dagger S)_{ab}\,\delta(E'-E)$, which is the same amount. The remaining parts add to zero, because eigenfunctions of different energy are orthogonal. Thus

$$\langle\psi_a(E)|\psi_b(E')\rangle=2\pi\hbar\,\delta_{ab}\,\delta(E-E'),$$

and the local density of scattering states per unit energy is

$$\rho(x,y;E)=\frac{1}{2\pi\hbar}\sum_a|\psi_a(x,y)|^2. \tag{4}$$

### 3. The density inside a finite region

Differentiate $(H-E)\psi_a=0$ with respect to $E$. The result is $(H-E)\partial_E\psi_a=\psi_a$. Multiply by $\psi_a^*$, subtract $[(H-E)\psi_a]^*\partial_E\psi_a=0$, and integrate over $|x|<X$, with $X$ outside the scatterer. The terms in $V-E$ cancel, and Green's theorem gives

$$\int_{|x|<X}|\psi_a|^2=-\frac{\hbar^2}{2m}\sum_n\left[\psi_{na}^*\partial_s\partial_E\psi_{na}-(\partial_s\psi_{na}^*)\partial_E\psi_{na}\right]_{s=X}. \tag{5}$$

The side walls do not contribute, because $\psi_a$ and $\partial_E\psi_a$ both vanish there.

Consider one open channel and suppress its indices. A prime denotes $d/dE$, and $\delta$ stands for $\delta_{na}$. First keep $v^{-1/2}$ fixed. From (3),

$$p'=S'w+ik'Xq,\qquad q'=S'w+ik'Xp.$$

The outward slope of $p$ is $ikq$, and its energy derivative is $ik'q+ikq'$. Since $(ikq)^*=-ikq^*$, the bracket in (5), apart from the factor $1/v$, becomes

$$p^*(ik'q+ikS'w-kk'Xp)+ikq^*(S'w+ik'Xq)$$
$$=ikS'w(p^*+q^*)+ik'p^*q-kk'X(|p|^2+|q|^2).$$

The three combinations follow from (3):

$$p^*+q^*=2S^*w^*,\qquad |p|^2+|q|^2=2(\delta+|S|^2),$$
$$p^*q=|S|^2-\delta+2i\delta\,\mathrm{Im}(Se^{2ikX}).$$

The prefactor in (5) is $-\hbar^2/(2mv)=-\hbar/(2k)$. With $|w|^2=1$ the channel gives

$$-i\hbar S^*S'+\hbar k'X(\delta+|S|^2)+\frac{\hbar k'}{k}\delta\,\mathrm{Im}(Se^{2ikX})-\frac{i\hbar k'}{2k}(|S|^2-\delta). \tag{6}$$

The energy dependence of $v^{-1/2}$ must now be included. Its derivative is $-(v'/2v)v^{-1/2}$, which multiplies the surface term of section 2, namely $2ik(|S|^2-\delta)$. The addition is

$$-\frac{\hbar}{2k}\left(-\frac{v'}{2v}\right)2ik(|S|^2-\delta)=+\frac{i\hbar v'}{2v}(|S|^2-\delta).$$

Since $v$ is proportional to $k$, $v'/v=k'/k$, and this cancels the last term of (6). The remaining coefficients are $\hbar k'=1/v$ and $k'/k=1/(\hbar vk)=1/(2\varepsilon)$.

A closed mode with outer form $Ae^{-\kappa s}$ must also be inserted in (5). The terms with $A'$ and with $X$ cancel, leaving a bracket $-\kappa'|A|^2e^{-2\kappa X}$. Because $\kappa'=-m/(\hbar^2\kappa)$, its contribution is

$$-\frac{|A|^2e^{-2\kappa X}}{2\kappa}=-\int_X^\infty|A|^2e^{-2\kappa s}\,ds.$$

This is minus the weight of the evanescent tail beyond $X$, and it vanishes exponentially as $X$ grows at fixed energy. Leaving it out,

$$\int_{|x|<X}|\psi_a|^2=Q_{aa}+X\sum_n\frac{\delta_{na}+|S_{na}|^2}{v_n}+\frac{\hbar}{2\varepsilon_a}\mathrm{Im}(S_{aa}e^{2ik_aX}). \tag{7}$$

The left side is a time. For an incoming current of one particle per unit time, the steady number of particles in a region equals the mean time each spends there. The right side divides this dwell time into a delay, free flight in and out, and an interference term between the incident and reflected waves.

Now sum over $a$. Unitarity gives $\sum_a|S_{na}|^2=1$, so

$$\sum_a\int_{|x|<X}|\psi_a|^2=\operatorname{Tr}Q+\sum_n\frac{2X}{v_n}+\sum_n\frac{\hbar}{2\varepsilon_n}\mathrm{Im}(S_{nn}e^{2ik_nX}). \tag{8}$$

### 4. The change in density of states

In the clean strip $Q=0$ and $S_{nn}=0$, so (8) reduces to $\sum_n2X/v_n$. Subtract this and divide by $2\pi\hbar$, as (4) requires:

$$\Delta\rho_X(E)=\frac{\operatorname{Tr}Q}{2\pi\hbar}+\sum_n\frac{1}{4\pi\varepsilon_n}\mathrm{Im}(S_{nn}e^{2ik_nX}). \tag{9}$$

The second term does not decay with $X$ at fixed energy. Its phase changes by about $2X\,\delta E/(\hbar v_n)$ over an interval $\delta E$, so it oscillates faster as $X$ increases. Away from thresholds its integral against a smooth energy window tends to zero as $X\to\infty$. The first term does not depend on $X$ and remains.

To bring in the determinant, use $\det(S+dS)=\det S\,\det(1+S^{-1}dS)$. To first order the last factor is $1+\operatorname{Tr}(S^{-1}dS)$. With $S^{-1}=S^\dagger$,

$$\frac{d}{dE}\ln\det S=\operatorname{Tr}\left(S^\dagger\frac{dS}{dE}\right)=\frac{i}{\hbar}\operatorname{Tr}Q,$$

and $\ln\det S=i\theta$. Away from thresholds, therefore,

$$\boxed{\Delta\rho(E)=\frac{1}{2\pi i}\frac{d}{dE}\ln\det S=\frac{1}{2\pi}\frac{d\theta}{dE}=\frac{\operatorname{Tr}Q}{2\pi\hbar}=\frac{M\tau_W}{2\pi\hbar}.} \tag{10}$$

A degeneracy $g$ multiplies $\Delta\rho$ but leaves $\tau_W$ unchanged.

The phase reference is part of this statement. If the phases were measured at $s=X$ instead, each $S_{ab}$ would acquire $e^{i(k_a+k_b)X}$, and $\theta$ would increase by $2X\sum_nk_n$. Its derivative would then contain the free-flight term $\sum_n2X/(\hbar v_n)$. It would describe the total density in the region, up to the interference term, rather than the change.

### 5. One open mode

For one mode, write the reflection amplitudes as $r,r'$ and the transmission amplitude as $t$; here $r'$ is the amplitude for incidence from the right, not a derivative. Symmetry makes the two transmission amplitudes equal. Orthogonality of the columns of $S$ gives $r^*t+t^*r'=0$, or $r'=-r^*t/t^*$ when $t\neq0$. Then

$$\det S=rr'-t^2=-\frac{t}{t^*}(|r|^2+|t|^2)=-\frac{t}{t^*}. \tag{11}$$

With $t=|t|e^{i\phi_t}$ this means $\theta=2\phi_t+\pi$ up to a multiple of $2\pi$, and

$$\Delta\rho=\frac{1}{\pi}\frac{d\phi_t}{dE}.$$

When $V(x)$ varies slowly and lies well below the kinetic energy, reflection is negligible. The phase is then the extra phase accumulated along the path, $\phi_t=\int[k(x)-k]\,dx$, and

$$\hbar\frac{d\phi_t}{dE}=\int\left[\frac{1}{v(x)}-\frac{1}{v}\right]dx.$$

A low barrier slows the electron and raises the density of states; a shallow well does the opposite. To first order in $V$, $\phi_t=-\int V\,dx/(\hbar v)$.

### 6. Thresholds and bound states

The interference term in (9) is singular at a threshold. Consider one mode and measure energy from its threshold. The boundary values of a solution are linear functions of its outward slopes. As $k\to0$ the slopes in (1) carry a factor $k$, so the boundary values must vanish too, and $S\to-1$. The exception is a solution with zero slope on both sides at threshold, called a half-bound state. The clean strip has one, the constant function.

In the generic case $S_{nn}=-1+O(k)$. With $d\varepsilon/\varepsilon=2\,dk/k$, the singular part of each lead's contribution is

$$-\frac{1}{2\pi}\int_0^\infty\frac{\sin 2kX}{k}\,dk=-\frac14 .$$

The rest of $S_{nn}$ gives a smooth integrand near $k=0$ and oscillates away as $X\to\infty$. The two leads together put a weight $-\frac12$ at the threshold.

The eigenfunctions are complete with and without $V$. For a single mode, if the local densities are subtracted with a common upper energy, the difference summed over all states vanishes for a bounded potential as that energy goes to infinity. This does not carry over to the full strip. There more modes open as the energy rises, and their first-order phases add up to the finite limit $-(m/2\pi\hbar^2)\int V\,dx\,dy$, about $-2.1$ states for the barriers of section 11. For one mode with $N_b$ bound states,

$$N_b+\frac{\phi_t(\infty)-\phi_t(0)}{\pi}-\frac12=0,$$

or $\phi_t(0)-\phi_t(\infty)=\pi(N_b-\frac12)$.

This was tested on a square well 60 meV deep and 8 nm wide with $m=0.5\,m_e$. Diagonalization gives 3 bound levels, and the phase drop up to $k=10^4\ \mathrm{nm^{-1}}$ is $2.4999\,\pi$, against the predicted $2.5\,\pi$. The first-order phase of section 5 gives $1.0\times10^{-4}\,\pi$ still to be lost above that wave number, which accounts for the difference.

## Part II. Delay, resonances and a worked channel

### 7. Symbols and results carried over

The matrix $S$ connects $M$ flux-normalized channels with speeds $v_n$ and kinetic energies $\varepsilon_n$. Phases are referred to $x=0$, and $s$ is the outward distance. The delay matrix is $Q=-i\hbar S^\dagger dS/dE$, the determinant is $e^{i\theta}$, and

$$\Delta\rho=\frac{1}{2\pi}\frac{d\theta}{dE}=\frac{\operatorname{Tr}Q}{2\pi\hbar},\qquad \tau_W=\frac{\operatorname{Tr}Q}{M}.$$

Inside $|x|<X$ the summed density obeys (8): it is $\operatorname{Tr}Q$ plus a free-flight term plus an interference term.

The scattering-induced change in the density of states has now been derived from the energy derivative of the determinant phase, or equivalently from $\operatorname{Tr}Q$. It remains to show why the diagonal of $Q$ is a delay, to treat negative delays and resonances, and to work through a channel with two barriers.
